# How a ten percent dielectric error shifts charged-supercell corrections: a numerical check

```python
"""
Result under test: the leading image correction of a charge q (units of e)
in a cubic supercell of edge L and dielectric constant eps is
    E = k * alpha * q**2 / (2 * eps * L),   k = e^2 / (4 pi eps0),
and using eps*(1+x) instead of eps shifts it by -E*x/(1+x).
alpha is found from a real-space sum over neutral cubes. The correction is
found separately as isolated minus periodic energy of Gaussian charges.
Energies are in eV, lengths in angstrom.
"""
import numpy as np
from scipy import constants as const

K = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
EPS = 12.0            # model dielectric constant
A0 = 5.5              # model cubic lattice constant, angstrom
REL = 0.10            # relative error of the dielectric constant
LIMIT = 0.05          # eV
MULTIPLES = (2, 3, 4)
CHARGES = (1, 2, 3, 4)


def neutral_cube_sum(radius=10, order=10):
    """Potential at a unit charge from its own background cube and from all
    other neutral cubes (unit edge) with centres inside a sphere."""
    x, w = np.polynomial.legendre.leggauss(order)
    # Own background: six pyramids with apex at the charge.
    u, wu = np.polynomial.legendre.leggauss(30)
    face = np.sum(np.outer(wu, wu) / np.sqrt(1 + u[:, None]**2 + u**2))
    own = -6 * face / 8
    x, w = x / 2, w / 2
    px, py, pz = np.meshgrid(x, x, x, indexing="ij")
    weight = w[:, None, None] * w[None, :, None] * w[None, None, :]
    second_moment = np.sum(weight * (px**2 + py**2 + pz**2))
    others = 0.0
    span = range(-radius, radius + 1)
    for i in span:
        for j in span:
            for m in span:
                r2 = i * i + j * j + m * m
                if 0 < r2 <= radius**2:
                    dist = np.sqrt((px - i)**2 + (py - j)**2 + (pz - m)**2)
                    others += 1 / np.sqrt(r2) - np.sum(weight / dist)
    return own, others, second_moment


def gaussian_correction(q, edge, eps, sigma):
    """Isolated minus periodic energy of a Gaussian charge."""
    nmax = int(6 * edge / (2 * np.pi * sigma)) + 1
    g = 2 * np.pi / edge * np.arange(-nmax, nmax + 1)
    g2 = g[:, None, None]**2 + g[None, :, None]**2 + g[None, None, :]**2
    g2 = g2[g2 > 0]
    density = q * np.exp(-g2 * sigma**2 / 2)
    periodic = 2 * np.pi * K / (eps * edge**3) * np.sum(density**2 / g2)
    isolated = K * q**2 / (2 * np.sqrt(np.pi) * sigma * eps)
    return isolated - periodic


def point_correction(q, edge, eps):
    """Zero-width limit, extrapolated from two Gaussian widths."""
    narrow = gaussian_correction(q, edge, eps, 0.05 * edge)
    wide = gaussian_correction(q, edge, eps, 0.10 * edge)
    return (4 * narrow - wide) / 3


own, others, moment = neutral_cube_sum()
mean_potential = 2 * np.pi / 3 * moment
alpha = mean_potential - own - others
alpha_gauss = 2 * point_correction(1, 1.0, 1.0) / K
assert abs(alpha - alpha_gauss) < 1e-4   # finite radius of the cube sum


def formula(q, edge, eps):
    return K * alpha * q**2 / (2 * eps * edge)


def shift_formula(q, edge, x):
    return -formula(q, edge, EPS) * x / (1 + x)


def shift_direct(q, edge, x):
    return (point_correction(q, edge, EPS * (1 + x))
            - point_correction(q, edge, EPS))


print(f"Coulomb constant k = {K:.4f} eV angstrom")
print(f"Dielectric constant = {EPS:.1f}; low {EPS*(1-REL):.1f}, "
      f"high {EPS*(1+REL):.1f}")
print(f"Lattice constant = {A0:.2f} angstrom; limit = {LIMIT:.3f} eV")
print(f"Own background potential (unit edge) = {own:.4f}")
print(f"Other neutral cubes (unit edge) = {others:.4f}")
print(f"Mean r^2 in unit cube = {moment:.4f}")
print(f"Mean potential (unit edge) = {mean_potential:.4f}")
print(f"alpha from cube sum = {alpha:.4f}")
print(f"alpha from Gaussian energies = {alpha_gauss:.4f}")
print(f"E*L for q=1 = {formula(1, 1.0, EPS):.4f} eV angstrom")
for n in MULTIPLES:
    print(f"Cell of {8*n**3} atoms: edge = {n*A0:.2f} angstrom")

print("Energies in eV: correction, linear error size, shift for low eps,")
print("shift for high eps, verdict against the limit")
above, below = [], []
for n in MULTIPLES:
    edge = n * A0
    for q in CHARGES:
        energy = formula(q, edge, EPS)
        assert np.isclose(energy, point_correction(q, edge, EPS), rtol=1e-4)
        low = shift_formula(q, edge, -REL)
        high = shift_formula(q, edge, REL)
        assert np.isclose(low, shift_direct(q, edge, -REL), rtol=1e-4)
        assert np.isclose(high, shift_direct(q, edge, REL), rtol=1e-4)
        sizes = np.array([REL * energy, abs(low), abs(high)])
        # The verdict must not depend on the sign of the error.
        assert np.all(sizes > LIMIT) or np.all(sizes < LIMIT)
        exceeds = bool(sizes[0] > LIMIT)
        (above if exceeds else below).extend(sizes)
        print(f"{8*n**3:4d} atoms q={q}: {energy:.4f} {sizes[0]:.4f} "
              f"{low:+.4f} {high:+.4f} {'above' if exceeds else 'below'}")

# Logarithmic derivative of the directly computed correction.
h = 1e-3
edge = 2 * A0
slope = (point_correction(1, edge, EPS * np.exp(h))
         - point_correction(1, edge, EPS * np.exp(-h))) / (2 * h)
assert np.isclose(slope, -formula(1, edge, EPS), rtol=1e-4)
print(f"dE/d(ln eps), q=1, 64 atoms = {slope:.4f} eV")

print("Edge at which the low-eps shift equals the limit:")
for q in CHARGES:
    critical = formula(q, 1.0, EPS) * REL / (1 - REL) / LIMIT
    assert np.isclose(shift_direct(q, critical, -REL), LIMIT, rtol=1e-4)
    n = int(np.ceil(critical / A0))
    inside = shift_direct(q, n * A0, -REL)
    assert inside < LIMIT
    if n > 1:
        assert shift_direct(q, (n - 1) * A0, -REL) > LIMIT
    print(f"q={q}: {critical:.2f} angstrom; smallest cubic cell "
          f"{8*n**3} atoms, shift {inside:.5f} eV")

print(f"Common factor that first removes an 'above' = {LIMIT/min(above):.3f}")
print(f"Common factor that first adds an 'above' = {LIMIT/max(below):.3f}")

# Width of the charge: lowering of the correction in the smallest cell.
sigma = 1.0
lowering = 2 * np.pi * K * sigma**2 / (EPS * edge**3)
direct = (point_correction(1, edge, EPS)
          - gaussian_correction(1, edge, EPS, sigma))
assert np.isclose(lowering, direct, rtol=1e-4)
factor = 1 - lowering / formula(1, edge, EPS)
assert LIMIT / min(above) < factor < LIMIT / max(below)
print(f"Gaussian width = {sigma:.1f} angstrom, q=1, 64 atoms: "
      f"lowering {lowering:.4f} eV")
print(f"Remaining fraction of the correction = {factor:.3f}")
print("no test failed")
```

Printed output:

```
Coulomb constant k = 14.3996 eV angstrom
Dielectric constant = 12.0; low 10.8, high 13.2
Lattice constant = 5.50 angstrom; limit = 0.050 eV
Own background potential (unit edge) = -2.3801
Other neutral cubes (unit edge) = 0.0664
Mean r^2 in unit cube = 0.2500
Mean potential (unit edge) = 0.5236
alpha from cube sum = 2.8373
alpha from Gaussian energies = 2.8373
E*L for q=1 = 1.7023 eV angstrom
Cell of 64 atoms: edge = 11.00 angstrom
Cell of 216 atoms: edge = 16.50 angstrom
Cell of 512 atoms: edge = 22.00 angstrom
Energies in eV: correction, linear error size, shift for low eps,
shift for high eps, verdict against the limit
  64 atoms q=1: 0.1548 0.0155 +0.0172 -0.0141 below
  64 atoms q=2: 0.6190 0.0619 +0.0688 -0.0563 above
  64 atoms q=3: 1.3928 0.1393 +0.1548 -0.1266 above
  64 atoms q=4: 2.4761 0.2476 +0.2751 -0.2251 above
 216 atoms q=1: 0.1032 0.0103 +0.0115 -0.0094 below
 216 atoms q=2: 0.4127 0.0413 +0.0459 -0.0375 below
 216 atoms q=3: 0.9285 0.0929 +0.1032 -0.0844 above
 216 atoms q=4: 1.6508 0.1651 +0.1834 -0.1501 above
 512 atoms q=1: 0.0774 0.0077 +0.0086 -0.0070 below
 512 atoms q=2: 0.3095 0.0310 +0.0344 -0.0281 below
 512 atoms q=3: 0.6964 0.0696 +0.0774 -0.0633 above
 512 atoms q=4: 1.2381 0.1238 +0.1376 -0.1126 above
dE/d(ln eps), q=1, 64 atoms = -0.1548 eV
Edge at which the low-eps shift equals the limit:
q=1: 3.78 angstrom; smallest cubic cell 8 atoms, shift 0.03439 eV
q=2: 15.13 angstrom; smallest cubic cell 216 atoms, shift 0.04585 eV
q=3: 34.05 angstrom; smallest cubic cell 2744 atoms, shift 0.04422 eV
q=4: 60.53 angstrom; smallest cubic cell 13824 atoms, shift 0.04585 eV
Common factor that first removes an 'above' = 0.888
Common factor that first adds an 'above' = 1.090
Gaussian width = 1.0 angstrom, q=1, 64 atoms: lowering 0.0057 eV
Remaining fraction of the correction = 0.963
no test failed
```
